Curvature Dependence of Sputter Erosion at Normal Incidence in Sigmund's Model

**Definitions and conventions**

The solid fills the region below the surface z = h(x, y), and z points into the vacuum. Ions travel straight down. J is the number of ions crossing a unit horizontal area per unit time, and it is uniform. Lengths are in nm, energies in eV and times in s.

A trough running along y has the profile

h(x) = κx²/2, κ > 0,

so its bottom passes through the origin O, where the surface is level. A ridge has κ < 0. The parabola need only describe the surface out to a distance L from O at which the lateral weight exp[−L²/(2β²)], multiplied by the largest possible axial enhancement exp[a²/(2α²)], is small beside the gain sought. For the lengths of the worked example, a step of height a beyond 3β would still change the rate by 0.8 % of flat erosion, and beyond 4β by 0.02 %. A larger a/α needs a larger L.

The assumptions are these.

(A1) An ion landing at a surface point stops a distance a vertically below that point.

(A2) Around the stopping point it deposits its energy ε with the density

D = ε/[(2π)^(3/2) α β²] · exp[−ζ²/(2α²) − ρ²/(2β²)],

where ζ is the distance from the stopping point along the beam and ρ the distance across it. This form is used even where it reaches into the vacuum.

(A3) The surface recedes along its normal at Λ times the energy deposited there per unit time and volume. The material constant Λ does not depend on curvature.

At O the normal is vertical, so the normal and vertical recession speeds agree. Write v(κ) for this speed and v₀ = v(0). Angle brackets ⟨ ⟩ denote an average over independent Gaussian variables x and y with mean zero and variance β².

**Theorem**

Under (A1) to (A3),

v(κ)/v₀ = 1 + aκβ²/(2α²) + R,

|R| ≤ 3κ²β⁴ exp[a²/(2α²)]/(8α²).

The fraction aκβ²/(2α²) is therefore the first-order change in erosion. It is a gain in a trough and a loss on a ridge.

**Lemma 1: the landing flux**

The number of ions landing per unit time on the piece of surface above dx dy is J dx dy, whatever the slope.

Proof. If the local normal makes an angle θ with the vertical, the piece has area dA = dx dy/cos θ. The flux through a unit of tilted area is J cos θ. The product is J dx dy. A vertical beam also reaches every point of a single-valued surface, so there is no shadowing. ∎

**Lemma 2: the rate as an average**

Define

g(h) = exp[ah/α² − h²/(2α²)].

Then

v₀ = ΛJε exp[−a²/(2α²)]/(√(2π) α), v(κ)/v₀ = ⟨g(κx²/2)⟩.

Proof. An ion landing at (x, y, h) stops at (x, y, h − a). Seen from there, O lies at the axial distance |a − h| and at the lateral distance √(x² + y²). By Lemma 1 and (A3),

v(κ) = ΛJε/[(2π)^(3/2) αβ²] ∫∫ dx dy exp[−(a − h)²/(2α²) − (x² + y²)/(2β²)].

The lateral Gaussian integrates to 2πβ², so dividing it by 2πβ² turns the integral into an average:

v(κ) = ΛJε/(√(2π) α) · ⟨exp[−(a − h)²/(2α²)]⟩.

Setting h = 0 gives v₀. Expanding the square,

−(a − h)²/(2α²) = −a²/(2α²) + ah/α² − h²/(2α²),

and dividing by v₀ removes the first term on the right. What remains is ⟨g⟩. ∎

**Proof of the theorem**

The first derivative is g′(h) = [(a − h)/α²] g(h), so g(0) = 1 and g′(0) = a/α². For the second derivative, complete the square with u = (h − a)/α:

g = exp[a²/(2α²)] exp(−u²/2),

g″ = exp[a²/(2α²)] (u² − 1) exp(−u²/2)/α².

The factor (u² − 1)exp(−u²/2) equals −1 at u = 0. It rises to 2exp(−3/2) ≈ 0.45 at u² = 3 and then falls towards zero. Its magnitude never exceeds 1, so for every h

|g″(h)| ≤ M, M = exp[a²/(2α²)]/α².

Taylor's theorem then gives

|g(h) − 1 − ah/α²| ≤ Mh²/2.

The Gaussian moments are ⟨x²⟩ = β² and ⟨x⁴⟩ = 3β⁴. Hence

⟨h⟩ = κβ²/2, ⟨h²⟩ = κ²⟨x⁴⟩/4 = 3κ²β⁴/4.

Averaging the Taylor estimate,

v(κ)/v₀ = 1 + (a/α²)(κβ²/2) + R, |R| ≤ (M/2)(3κ²β⁴/4).

Inserting M gives the stated bound. ∎

**Remark 1: meaning and limits**

The gain is the product of two quantities. On average, ions that matter at O land higher than O by κβ²/2. Raising a landing point by a small height h raises its contribution by the fraction ah/α², because its stopping point moves closer to the level of O. The slope of the walls plays no part through the flux, by Lemma 1.

With the other lengths held fixed, the first-order effect vanishes in three limits. For β → 0, O receives energy only from ions landing on it. For α → ∞, the deposited energy no longer depends on axial distance. For a → 0, the Gaussian is at its maximum on the flat surface, and a small axial shift changes it only at second order.

**Remark 2: the second-order term**

Since g″(0) = (a²/α² − 1)/α², the next term is

½g″(0)⟨h²⟩ = 3κ²β⁴(a²/α² − 1)/(8α²).

It has the same sign for troughs and ridges. When a > α and the curvature is small enough for higher orders to be negligible, it makes the gain of a trough slightly larger than the loss of the matching ridge. At larger curvature the order can reverse: for a = 1.2α it has reversed by κβ²/α = 1.

**Remark 3: two curvatures**

For h = (κ₁x² + κ₂y²)/2 the mean landing height is (κ₁ + κ₂)β²/2. The first-order gain becomes

aβ²(κ₁ + κ₂)/(2α²).

A round bowl gains twice as much as a trough of the same curvature, and a saddle with κ₂ = −κ₁ gains nothing at this order.

**Corollary: a ripple of finite wavelength**

Let h = A(1 − cos qx), with its bottom at O and curvature κ = Aq² there. Lemma 2 holds with this h in place of the parabola. To first order in A the gain is (a/α²)⟨h⟩. Because ⟨cos qx⟩ = exp(−q²β²/2),

gain = (aA/α²)[1 − exp(−q²β²/2)].

For qβ ≪ 1 the bracket is q²β²/2 − q⁴β⁴/8 + …, so

gain = [aκβ²/(2α²)](1 − q²β²/4 + …),

and the theorem's result returns. For qβ ≫ 1 the gain levels off at aA/α². The lateral spread then covers many periods, and the mean landing height is A, the height of the mean surface above the bottom. In this limit ⟨h²⟩ = 3A²/2, so the second-order term ½g″(0)⟨h²⟩ divided by the first-order gain is (3/4)(aA/α² − A/a). The linear formula is therefore safe when both aA/α² ≪ 1 and A ≪ a. Curvature alone no longer sets the rate.

**Worked example: rough values for 1 keV argon on silicon**

Take a = 2.0 nm, α = 1.2 nm and β = 1.0 nm, with a ripple of wavelength 50 nm and amplitude A = 0.5 nm. Then

q = 2π/50 = 0.1257 nm⁻¹,

κ = 0.5 × 0.1257² = 0.0079 nm⁻¹,

which is a radius of curvature of 127 nm. The two factors of the gain are

κβ²/2 = 0.00395 nm, a/α² = 2.0/1.44 = 1.389 nm⁻¹,

and their product is 0.00548, or 0.548 %.

Summing the deposited energy directly over the three-dimensional parabolic surface gives a gain of 0.551 %. The matching ridge loses 0.545 %. The second-order term, +0.003 %, accounts for both differences, and the bound on R is 0.0065 %; all these percentages are of flat erosion. For the full ripple the linear formula gives 0.546 % and the direct sum 0.549 %. These digits compare the formulas with one another. As a prediction the gain is known far less well, since it varies as aβ²/α²: an error of 10 % in α alone moves it by about 20 %.

**What the assumptions leave out**

The following estimates use rough inputs. Unless stated otherwise, each is a fraction of the flat erosion speed, to be set beside the gain of 0.55 %.

Energy in vacuum. For a flat surface the Gaussian places the fraction ½erfc[a/(√2 α)] = 4.8 % of the ion's energy outside the solid. This measures the strain on (A2); it is not itself an error in the gain.

Beam tilt. Repeating the direct sum with the beam tilted by 2° across the trough changes the coefficient aβ²/(2α²) by 0.08 % of itself.

Redeposition. Suppose that atoms leave with a cosine distribution, equally from all parts of the walls, and stick where they land. Seen from the bottom, each wall rises to an elevation ψ with tan ψ = s. The arriving share from one side is

∫₀^ψ ½ sin φ dφ = (1 − cos ψ)/2,

so both sides return 1 − 1/√(1 + s²) ≈ s²/2. The steepest line of sight from the bottom to the wall has slope s equal to the largest value of h/x. For this ripple a numerical search gives s = 0.0455, and hence 0.10 %. This is of order A², so it loses importance beside the gain as A falls.

Redistribution. Ions also push atoms forward without ejecting them. Let δ be the sum of these displacements along the beam, per ion. On a slope, the component along the surface is δ sin θ downhill, and the landing flux per surface area is J cos θ. The atom current is

j = −Jδ sin θ cos θ = −Jδ h′/(1 + h′²).

With n atoms per unit volume, conservation gives ∂h/∂t = −(1/n)∂j/∂x, which at the bottom is +Jδκ/n. The flat surface recedes at v₀ = JY/n, where Y is the sputter yield. Redistribution therefore lowers the net recession by the fraction

δκ/Y.

A Kinchin–Pease type damage estimate with a displacement energy of 15 eV, counting the whole ion energy as damage energy, gives 0.8 × 1000/(2 × 15) = 26.7 displaced atoms. This is an upper value for this formula only; the number of atoms actually set in motion, counting low-energy recoils, can be larger. In the Lindhard partition, electronic losses leave about 820 eV for displacements, or about 22 atoms, which would lower the redistribution and flow losses below by about 18 % of themselves and move the net change in Remark 4 from about −6 % to about −5 %. A mean forward step of 0.25 nm gives δ = 6.67 nm. With Y = 1 the loss is 6.67 × 0.0079 = 5.3 %, which is 9.6 times the erosive gain. Both effects are proportional to κ, so a gentler trough does not change this ratio. The ratio is proportional to the assumed forward step, which is a guess; redistribution alone balances the gain at a net step of about 0.026 nm per displaced atom.

Viscous flow. Treat the irradiated layer as a liquid of depth d, viscosity η and surface tension γ on a rigid base. Let the surface displacement be H cos qx and the vertical velocity w(Z) cos qx, with Z = qz measured from the base. Slow incompressible flow obeys (d²/dZ² − 1)²w = 0. No slip at the base requires w = w′ = 0 there, so

w = C₁ Z sinh Z + C₂ (Z cosh Z − sinh Z).

At the top, Z = K = qd, zero shear stress requires w″ + w = 0. The horizontal force balance gives the pressure amplitude p = ηq(w‴ − w′). The normal stress −p + 2ηqw′ must equal the capillary load −γq²H, so ηq(3w′ − w‴) = −γq²H. With S = sinh K and C = cosh K, the two conditions become

C₁(C + KS) + C₂KC = 0,

C₁KC + C₂(KS − C) = −γqH/(2η).

The first is solved by C₁ = tKC, C₂ = −t(C + KS). In the second, C² − S² = 1 then gives t(C² + K²) = −γqH/(2η). The surface velocity is w(K) = t(SC − K), so the displacement decays at the rate

r = [γq/(2η)] (SC − K)/(C² + K²).

Take d = a + 2α = 4.4 nm, J = 1 ion/(nm² s) and n = 50 atoms/nm³. Each atom is displaced 26.7/(50 × 4.4) = 0.121 times per second (0.121 dpa/s). A radiation fluidity of 10⁻⁹ per Pa and dpa, good to an order of magnitude at best, gives η = 1/(10⁻⁹ × 0.121) ≈ 8.25 × 10⁹ Pa s. With γ = 1 N/m and K = 0.55, r ≈ 5.55 × 10⁻⁴ s⁻¹. The bottom rises at rA ≈ 2.8 × 10⁻⁴ nm/s, against v₀ = 1/50 = 0.02 nm/s, a loss of 1.4 %. For K ≪ 1, r varies as q⁴ while the gain per unit amplitude varies as q². Flow therefore matters less at longer wavelengths.

Thermal diffusion. Curvature gives surface atoms the chemical potential μ = −γh″/n. With surface diffusivity D_s and n^(2/3) mobile atoms per area, their current is −(D_s n^(2/3)/k_BT)μ′, and conservation gives

∂h/∂t = −[D_s γ n^(2/3)/(n² k_BT)] h⁗.

At the bottom h⁗ = −Aq⁴, so the trough fills. For D_s = D₀ exp(−E_b/k_BT), with D₀ = 10⁻⁷ m²/s, E_b = 1 eV and T = 300 K, the loss is about 10⁻⁶ %. It is negligible here, but it grows steeply with temperature.

**Remark 4: faster sputtering is not deepening**

Adding the estimates for the ripple, in percent of v₀,

0.55 − 0.10 − 5.26 − 1.39 ≈ −6.2.

On these inputs the bottom is sputtered faster than a flat surface, yet its net recession is about 6 % slower. To first order in A the mean surface recedes at v₀. At order A² the sloping walls erode faster: under (A1) to (A3) the mean of this ripple recedes 0.22 % faster than a flat surface, so erosion alone deepens the bottom below the mean by only 0.33 %, while redeposition returns about 0.10 % on average over the ripple, as it does at the bottom. These shifts are small beside 6 %, so the ripple flattens. The theorem gives the erosive contribution, and the sign of the total must be decided with the other terms.

The lengths, yield and damage values are rough figures for silicon under 1 keV argon. A binary-collision estimate of the cascade can give lengths some 40 to 50 % larger (a, α, β near 2.9, 1.7 and 1.5 nm). These would raise the gain to about 0.9 %, the layer depth to about 6 nm and the flow loss to about 2 %, leaving the sign of the net change unaltered. The flux corresponds to 10¹⁴ ions/(cm² s). Within these estimates, changing the flux leaves every ratio unaltered except that of thermal diffusion, which varies as 1/J. On these inputs, which include the guessed forward step, the assumption that fails most seriously is that sputtering alone moves the surface: redistribution shifts the net change from +0.5 % to about −4.7 % by itself. At high fluence, retained argon, stress and impurities may also alter Λ and the flow properties; their effects are not estimated here. The full set of values is in the numerical output.

Computed results

```
deposition depth a: 2 nm
width along beam alpha: 1.2 nm
width across beam beta: 1 nm
ripple wavelength: 50 nm
ripple amplitude A: 0.5 nm
wavenumber q: 0.1257 1/nm
trough curvature kappa: 0.007896 1/nm
radius of curvature: 126.7 nm
mean landing height kappa beta^2/2: 0.003948 nm
sensitivity a/alpha^2: 1.389 1/nm
coefficient a beta^2/(2 alpha^2): 0.6944 nm
same coefficient, direct integral: 0.6944 nm
first-order gain: 0.54831 %
direct gain, parabolic trough: 0.55119 %
direct change, parabolic ridge: -0.54542 %
second-order term: 0.00289 %
bound on remainder: 0.00651 %
ripple gain, linear in A: 0.54615 %
ripple gain, direct integral: 0.54900 %
energy placed in vacuum: 4.78 % of ion energy
beam tilt tried: 2 degrees
change of coefficient by tilt: 0.0792 %
horizon slope seen from bottom: 0.0455
redeposition / flat erosion: 0.103 %
ion energy: 1000 eV
displacement energy (rough): 15 eV
displaced atoms per ion: 26.7
forward step per atom (rough): 0.25 nm
summed displacement delta: 6.67 nm
sputter yield (rough): 1 atoms/ion
redistribution / flat erosion: 5.26 %
redistribution / erosive gain: 9.6
ion flux: 1 ions/(nm2 s)
atom density (rough): 50 atoms/nm3
flat erosion speed: 0.02 nm/s
surface tension (rough): 1 N/m
radiation fluidity (rough): 1e-09 1/(Pa dpa)
irradiated layer a + 2 alpha: 4.4 nm
damage rate: 0.121 dpa/s
viscosity under the beam: 8.25e+09 Pa s
viscous filling / flat erosion: 1.39 %
temperature: 300 K
surface diffusion barrier (rough): 1 eV
surface diffusion prefactor (rough): 1e-07 m2/s
diffusive filling / flat erosion: 1.3e-06 %
net excess recession of bottom: -6.21 %
```
